\section*{Exponential filling of an empty level between full and empty contacts}

\section{Two wrong estimates}

A level with tunnel width $\Gamma_S=0.020$ meV to a full source and $\Gamma_D=0.010$ meV to an empty drain starts without an electron. The golden rule gives the entry rate $\Gamma_S/\hbar$. Used at all times, it predicts an occupation $\Gamma_St/\hbar$, which passes one after $\hbar/\Gamma_S=33$ ps and violates the exclusion principle. Stopping the growth by hand, with $1-e^{-\Gamma_St/\hbar}$, cures the violation but leaves two errors: the level is predicted to fill completely, with a time constant of 33 ps. It really fills to two thirds, with a time constant of 22 ps, because the drain sets both the final value and the speed.

The occupation $n(t)$ of one spin state is derived here for noninteracting electrons. Atomic units, $\hbar=e=m_e=1$, are used in the algebra.

\section{First case: one full contact}

Let $d$ remove an electron from the level of energy $\varepsilon$, and let $c_k$ remove one from contact state $k$. The coupling is switched on at $t=0$:
\begin{equation}
H=\varepsilon d^\dagger d+\sum_k\varepsilon_kc_k^\dagger c_k
+\theta(t)\sum_k\left(V_kd^\dagger c_k+V_k^*c_k^\dagger d\right).
\end{equation}
Before that, level and contact are uncorrelated. Since $H$ is quadratic, the Heisenberg equations are linear:
\begin{equation}
i\dot d=\varepsilon d+\sum_kV_kc_k,\qquad
i\dot c_k=\varepsilon_kc_k+V_k^*d .
\end{equation}
The second has the solution
\begin{equation}
c_k(t)=e^{-i\varepsilon_kt}c_k(0)-iV_k^*\int_0^tds\,e^{-i\varepsilon_k(t-s)}d(s).
\label{ck}
\end{equation}
Inserting it in the first, and using $(-i)(-i)=-1$, gives
\begin{equation}
\dot d=-i\varepsilon d-\int_0^tds\,K(t-s)d(s)-i\xi(t),
\label{langevin}
\end{equation}
\begin{equation}
K(\tau)=\sum_k|V_k|^2e^{-i\varepsilon_k\tau},\qquad
\xi(t)=\sum_kV_ke^{-i\varepsilon_kt}c_k(0).
\end{equation}
$K$ describes an electron that leaves and returns; $\xi$ brings in electrons that began in the contact.

Linearity also means that
\begin{equation}
d(t)=u(t)d(0)+\sum_kw_k(t)c_k(0),
\end{equation}
where the number $u$ obeys (\ref{langevin}) without $\xi$, from $u(0)=1$. The relation $\{d(t),d^\dagger(t)\}=1$ requires $|u|^2+\sum_k|w_k|^2=1$. With an empty level and every contact state full,
\begin{equation}
n(t)=\sum_k|w_k(t)|^2=1-|u(t)|^2 .
\label{hole}
\end{equation}
The empty level is a single hole in a full system, and $|u|^2$ is the probability that the hole is still there.

To find $u$, take a flat band from $-W$ to $W$ with full width $\Gamma=2\pi\sum_k|V_k|^2\delta(E-\varepsilon_k)$. Then
\begin{equation}
K(\tau)=\frac{\Gamma}{2\pi}\int_{-W}^{W}dE\,e^{-iE\tau}
=\Gamma\,\frac{\sin W\tau}{\pi\tau}.
\end{equation}
For fixed $t>0$, the substitution $y=W\tau$ gives
\begin{equation}
\int_0^td\tau\,K(\tau)u(t-\tau)
=\frac{\Gamma}{\pi}\int_0^{Wt}dy\,\frac{\sin y}{y}\,u\!\left(t-\frac yW\right)
\;\longrightarrow\;\frac{\Gamma}{2}u(t)
\label{half}
\end{equation}
as $W\to\infty$, because $\int_0^\infty dy\,\sin y/y=\pi/2$. The kernel becomes a delta function of weight $\Gamma$, but the integral covers one side of it and collects half. Hence $\dot u=-(i\varepsilon+\Gamma/2)u$ and
\begin{equation}
u(t)=e^{-i\varepsilon t-\Gamma t/2},\qquad n(t)=1-e^{-\Gamma t}.
\label{one}
\end{equation}

The limits are as they should be. At short times $n\simeq\Gamma t$, the golden-rule rate; at long times $n\to1$, since nothing empties the level. The energy $\varepsilon$ is a phase in $u$ and drops out of $|u|^2$: in an infinitely wide full band, every level position is equivalent.

\section{Second case: adding an empty drain}

Now $k$ runs over the states of both contacts. Their kernels add, so $u$ keeps the form (\ref{one}) with
\begin{equation}
\Gamma=\Gamma_S+\Gamma_D .
\end{equation}
Equation (\ref{hole}) no longer suffices, because source states alone are occupied. The Green functions separate the contacts. Define
\begin{align}
G^R(t,t')&=-i\theta(t-t')\langle\{d(t),d^\dagger(t')\}\rangle
=-i\theta(t-t')u(t-t'),\\
G^<(t,t')&=i\langle d^\dagger(t')d(t)\rangle,\qquad n(t)=-iG^<(t,t).
\end{align}
The solution of (\ref{langevin}) is
\begin{equation}
d(t)=u(t)d(0)-i\int_0^tds\,u(t-s)\xi(s).
\label{dsol}
\end{equation}
In the wide-band limit this is seen by differentiation: the upper end of the integral gives $-iu(0)\xi(t)=-i\xi(t)$, and every factor $u$ supplies $-(i\varepsilon+\Gamma/2)$.

Form $\langle d^\dagger(t)d(t)\rangle$. The cross terms vanish because level and contacts start uncorrelated. With initial occupation $n_0$,
\begin{equation}
n(t)=n_0|u(t)|^2+\int_0^tds\int_0^tds'\,u^*(t-s)u(t-s')
\langle\xi^\dagger(s)\xi(s')\rangle .
\label{keldysh}
\end{equation}
For $n_0=0$ this is the Keldysh equation $G^<=G^R\Sigma^<G^A$ at equal times. The factors $-i$ in $G^R$ and $+i$ in $G^A$ multiply to one, and the lesser self-energy is
\begin{equation}
\Sigma^<(s',s)=i\langle\xi^\dagger(s)\xi(s')\rangle
=i\sum_{\alpha=S,D}\Gamma_\alpha\int\frac{dE}{2\pi}f_\alpha(E)e^{-iE(s'-s)} .
\end{equation}
For a source full at all energies and a drain empty at all energies, $f_S=1$ and $f_D=0$, so
\begin{equation}
\Sigma^<(s',s)=i\Gamma_S\,\delta(s'-s).
\end{equation}
Here the delta function has full weight: for each $s$ between $0$ and $t$, the $s'$ integral crosses it from one side to the other. This differs from (\ref{half}), where it sat at the end of the range. Therefore
\begin{align}
n(t)&=n_0e^{-\Gamma t}+\Gamma_S\int_0^tds\,e^{-\Gamma(t-s)}\nonumber\\
&=n_0e^{-\Gamma t}+\frac{\Gamma_S}{\Gamma}\left(1-e^{-\Gamma t}\right),
\end{align}
and for the initially empty level
\begin{equation}
\boxed{\,n(t)=\frac{\Gamma_S}{\Gamma_S+\Gamma_D}
\left[1-e^{-(\Gamma_S+\Gamma_D)t}\right]\,}
\label{main}
\end{equation}
In ordinary units the exponent is $-\Gamma t/\hbar$.

Setting $\Gamma_D=0$ returns the first case. Setting $\Gamma_S=0$ leaves the level empty. For small $t$ the drain cancels and $n\simeq\Gamma_St$: an empty level has nothing to lose. A start at $n_0=\Gamma_S/\Gamma$ gives no change in time.

\section{The currents}

The result should also follow from counting what enters and leaves. From the equation of motion of $d$,
\begin{equation}
\dot n=2\,\mathrm{Re}\langle d^\dagger\dot d\rangle=\sum_\alpha J_\alpha,\qquad
J_\alpha=2\,\mathrm{Re}\Big[-i\sum_{k\in\alpha}V_k\langle d^\dagger c_k\rangle\Big],
\end{equation}
where $J_\alpha$ is the particle current from contact $\alpha$ into the level. The term in $\varepsilon$ is imaginary and has dropped out. Using (\ref{ck}),
\begin{equation}
J_\alpha=2\,\mathrm{Re}\left[-i\langle d^\dagger(t)\xi_\alpha(t)\rangle\right]
-2\,\mathrm{Re}\int_0^tds\,K_\alpha(t-s)\langle d^\dagger(t)d(s)\rangle .
\end{equation}
The last integral has the delta function at its end. It gives $\Gamma_\alpha n/2$, and so contributes $-\Gamma_\alpha n$ to the current. For the source, the adjoint of (\ref{dsol}) gives
\begin{equation}
\langle d^\dagger(t)\xi_S(t)\rangle
=i\int_0^tds\,u^*(t-s)K_S(t-s)\;\longrightarrow\;\frac{i\Gamma_S}{2},
\end{equation}
because the correlation function of a completely full contact is $K_S$, and again half its weight is collected. The first term is then $2(-i)(i\Gamma_S/2)=\Gamma_S$. For the empty drain it vanishes. Hence
\begin{equation}
J_S=\Gamma_S(1-n),\qquad J_D=-\Gamma_Dn,\qquad
\dot n=\Gamma_S-\Gamma n .
\label{rate}
\end{equation}
The factor $1-n$ is Pauli blocking. It comes from the algebra and was not put in by hand. The rate equation holds here without a weak-coupling expansion, since full and empty infinite bands have no memory. At long times $J_S=-J_D=\Gamma_S\Gamma_D/\Gamma$, and the initial source current exceeds this by the factor $\Gamma/\Gamma_D$.

\section{Third case: a finite band}

A real band has a finite width, and for times much shorter than $1/W$, $1/|\varepsilon|$ and $1/\Gamma$ the phases in (\ref{ck}) have not turned. Then $w_k\simeq-iV_kt$ and
\begin{equation}
n(t)\simeq t^2\sum_{k\in S}|V_k|^2=\frac{\Gamma_SW}{\pi}t^2 .
\end{equation}
The linear start of (\ref{main}) is reached after a time of order $1/W$.

A smaller error persists. The retarded self-energy of the flat band has the real part
\begin{equation}
\Lambda(E)=\frac{\Gamma}{2\pi}\ln\left|\frac{W+E}{W-E}\right|
\simeq zE,\qquad z=\frac{\Gamma}{\pi W},
\end{equation}
for $|E|\ll W$. The pole condition $E-\varepsilon-zE+i\Gamma/2=0$ changes the decay rate to $\Gamma/(1-z)$ and the residue to $1/(1-z)$. To first order in $z$, after the initial transient,
\begin{equation}
|u|^2\simeq e^{-\Gamma t}\left[1+z(2-\Gamma t)\right].
\end{equation}
If both contacts have the same flat band, their $|w_k|^2$ at equal energy stand in the ratio $\Gamma_S:\Gamma_D$, so $n=(\Gamma_S/\Gamma)(1-|u|^2)$ and
\begin{equation}
\delta n\simeq-\frac{\Gamma_S}{\Gamma}\,z\,(2-\Gamma t)e^{-\Gamma t}.
\end{equation}

This can be compared with a numerical solution in which each contact is replaced by equally spaced states, $0.5\,\Gamma$ apart, and the one-electron Hamiltonian is diagonalized. For $\Gamma_S=2\Gamma/3$, $\varepsilon=0.7\,\Gamma$ and 19 times between $0.5/\Gamma$ and $5/\Gamma$, the largest departure from (\ref{main}) is 0.0052, 0.0025 and 0.0012 for $W/\Gamma=40$, 80 and 160. The estimate is largest at the earliest of these times, where it gives 0.0048, 0.0024 and 0.0012.

\section{Fourth case: finite bias and temperature}

With general Fermi functions, the time integral in (\ref{keldysh}) is done at fixed energy. Put $x=E-\varepsilon$ and $\tau=t-s$:
\begin{equation}
\int_0^tds\,u(t-s)e^{-iEs}
=e^{-iEt}\int_0^td\tau\,e^{(ix-\Gamma/2)\tau}
=e^{-iEt}\,\frac{e^{(ix-\Gamma/2)t}-1}{ix-\Gamma/2}.
\end{equation}
Its squared modulus gives
\begin{equation}
n(t)=\int\frac{dE}{2\pi}\,(\Gamma_Sf_S+\Gamma_Df_D)\,
\frac{1+e^{-\Gamma t}-2e^{-\Gamma t/2}\cos xt}{x^2+\Gamma^2/4}.
\label{window}
\end{equation}
For $f_S=1$, $f_D=0$, two integrals are needed:
\begin{equation}
\int\frac{dx}{x^2+\Gamma^2/4}=\frac{2\pi}{\Gamma},\qquad
\int\frac{dx\,\cos xt}{x^2+\Gamma^2/4}=\frac{2\pi}{\Gamma}e^{-\Gamma t/2}.
\end{equation}
They give $(\Gamma_S/\Gamma)(1+e^{-\Gamma t}-2e^{-\Gamma t})$, which is (\ref{main}).

Let the source Fermi level lie $\Delta$ above the level and the drain Fermi level $\Delta$ below it, with $\Delta\gg\Gamma$. At zero temperature the source misses the part $\Gamma/(2\pi\Delta)$ of the Lorentzian line, and the drain supplies an equal part. At finite temperature the source occupation at the level also falls short of one by $1/(e^{\Delta/k_BT}+1)$, and the drain occupation exceeds zero by as much. Together, to leading order,
\begin{equation}
\delta n_\infty\simeq-\frac{\Gamma_S-\Gamma_D}{\Gamma}
\left[\frac{\Gamma}{2\pi\Delta}+\frac{1}{e^{\Delta/k_BT}+1}\right].
\label{tail}
\end{equation}
For equal couplings the errors cancel at all times, because with these symmetric Fermi levels $f_S+f_D-1$ is odd in $x$, while the rest of the integrand in (\ref{window}) is even.

When the window is not wide, the exponential fails visibly. Take $\Gamma_S=2\Gamma/3$, $k_BT=\Gamma$, a source Fermi level $2.3\,\Gamma$ above the level and a drain Fermi level $3.7\,\Gamma$ below it. Numerical integration of (\ref{window}) gives $n=0.501$ at $t=2/\Gamma$, where (\ref{main}) gives 0.576.

\section{Fifth case: a switch that takes time}

Let both couplings $V_k$ be multiplied by $\sqrt{r(t)}$, with $r$ rising from 0 to 1 slowly compared with $1/W$. Both widths become $r(t)\Gamma_\alpha$, and (\ref{rate}) becomes $\dot n=r(t)(\Gamma_S-\Gamma n)$. With $\int_0^tr\,dt'$ as the new time variable this is the old equation, so
\begin{equation}
n(t)=\frac{\Gamma_S}{\Gamma}\left[1-\exp\left(-\Gamma\int_0^tr(t')dt'\right)\right].
\end{equation}
A linear ramp of duration $t_r$ delays the later filling by $t_r/2$. As $t_r\to0$ the sudden result returns.

\section{A quantum-dot transistor at 77 K}

Consider a small semiconductor island between two metal contacts, with rough round parameters: radius $R=3$ nm, effective mass $m=0.1\,m_e$, relative permittivity 12, and barriers $b=4.5$ nm thick whose tops lie $\phi=0.40$ eV above the level. The widths are those of the opening. The contact Fermi levels lie 0.12 eV above and below the level, a bias of 0.24 V.

With $\hbar=0.658$ meV\,ps, the filling time is
\begin{equation}
\frac{\hbar}{\Gamma}=\frac{0.658}{0.030}\ \mathrm{ps}=21.9\ \mathrm{ps}
\qquad(9.1\times10^5\ \text{atomic units}),
\end{equation}
and $n_\infty=0.020/0.030=0.667$. The initial source current is $e\Gamma_S/\hbar=4.87$ nA per spin. After one filling time $n=0.667(1-e^{-1})=0.421$, so the source supplies $4.87(1-0.421)=2.82$ nA. With $I_S$ the current from the source and $I_D$ that into the drain:

\begin{center}
\begin{tabular}{cccc}
$t$ (ps) & $n$ & $I_S$ (nA) & $I_D$ (nA)\\
11.0 & 0.262 & 3.59 & 0.64\\
21.9 & 0.421 & 2.82 & 1.03\\
43.9 & 0.576 & 2.06 & 1.40\\
65.8 & 0.633 & 1.78 & 1.54
\end{tabular}
\end{center}
Both currents approach 1.62 nA, one third of the initial source current, since $\Gamma/\Gamma_D=3$.

The ideal window is a good approximation at 77 K. With constant widths, numerical integration changes $n_\infty$ by $-1.3\times10^{-5}$, nearly all from the line tails: (\ref{tail}) gives $-0.010\ \mathrm{meV}/(2\pi\times120\ \mathrm{meV})=-1.3\times10^{-5}$. At 300 K the thermal term dominates and the change is $-0.0032$. The widths of a rectangular barrier grow with energy, here by a factor of roughly 16 to 40 across the window, depending on how the prefactor of the exponential is estimated. A rough estimate of the tails up to the barrier top then gives a change of up to the order of $10^{-3}$ at 77 K, still small. The exponential cannot hold before roughly $\hbar/(0.12\ \mathrm{eV})=5.5$ fs, the time needed to resolve the window. A 2 ps ramp matters more: at 21.9 ps it lowers $n$ from 0.421 to 0.410.

Charging is a larger matter. An estimate without screening by the metal contacts, $e^2/(4\pi\epsilon_0\epsilon_rR)$, puts a second electron of opposite spin $U=40$ meV higher. This is only a scale: the Coulomb integral over the lowest orbital of a spherical well with this barrier, in a uniform medium of the same permittivity, gives 54 meV. Both values lie inside the window. Let $p_0,p_1,p_2$ be the probabilities of zero, one and two electrons. If the tunnel widths at $\varepsilon$ and $\varepsilon+U$ are equal, rate equations for the mean number $N=p_1+2p_2$ give
\begin{equation}
\dot N=\Gamma_S(2p_0+p_1)-\Gamma_D(p_1+2p_2)=\Gamma_S(2-N)-\Gamma_DN,
\end{equation}
where $p_0+p_1+p_2=1$ was used. The occupation per spin, $N/2$, obeys (\ref{rate}), and $U$ has dropped out. But the second electron meets a lower barrier. With $\kappa(\phi)=\sqrt{2m\phi}/\hbar$, its widths are larger by $\exp\{2b[\kappa(\phi)-\kappa(\phi-U)]\}=1.6$. Solving the rate equations numerically with this factor shifts $n(t)$ by up to about 0.03 at times sampled over six filling times; if $U$ is 54 meV, the factor is 1.9 and the shift reaches about 0.04. The steady occupation is unchanged if entry and exit are enhanced alike, as they are for identical barriers; if the ratio $\Gamma_S/\Gamma_D=2$ comes from thicknesses of 4.33 and 4.67 nm, it falls to about 0.66. The steady current does change. With $p_0=1/9$ and $p_1=p_2=4/9$ it is $(e/\hbar)\Gamma_S(2p_0+1.6p_1)$, about 4.5 nA for both spins instead of 3.2 nA, and 5.2 nA for the factor 1.9.

The next orbital limits the temperature. In a spherical well whose lowest state lies 0.40 eV below the barrier top, matching the wave functions at the surface puts the first $p$ state 0.25 eV above the level, and so 0.13 eV above the source Fermi level. An attempt rate $v/4R$, with $v$ the speed inside the well, times the transmission of a rectangular barrier gives it a width $\Gamma'$ of about 0.7 meV per contact; the same estimate gives 0.02 meV for the lowest level. The estimate leaves out the centrifugal term: for a spherical barrier shell of the same height and thickness, half the resonance width is 0.33 meV for the $p$ state and 0.015 meV for the lowest level, so $\Gamma'$ is uncertain by a factor of two or more. The value 0.7 meV is used in the next estimates. Its three orbitals and two spins carry a thermally activated current $6(e/\hbar)(\Gamma'/2)f_S$, about $2\times10^{-6}$ nA at 77 K but about 4 nA at 300 K, if charging is ignored. At 77 K coherent tunnelling through the tails of these orbitals carries more, about 0.006 nA if the Fermi edges are taken as sharp and slightly more with thermal smearing, but this too is negligible. Without charging, the current at 300 K is comparable with the 3.2 nA that the lowest level carries with both spins. Rate equations with $U$ between 40 and 54 meV, energy-dependent widths and $\Gamma'$ between 0.33 and 0.7 meV give about 0.7 to 1.6 nA through the $p$ states against 4.4 to 4.8 nA through the lowest level, so the one-level model misses a sizeable part of this device's current at room temperature.

\section{Beside real devices}

The island size and the bias are plausible for a metal-contacted quantum dot, but the tunnel widths depend exponentially on barrier thickness and can differ from these by orders of magnitude. The bias also tilts the barriers, which were treated as rectangular: if each drops 0.12 V, a field of 0.27 MV/cm, a WKB estimate makes the drain width about four times the source width at equal thickness, so the ratio assumed here needs unequal barriers. A 2 ps switch is very fast for a gate pulse, and a gate can move the level as well as the barriers. Interactions can also change the result. If $\varepsilon+U$ lies well above the source Fermi level, the second electron is blocked and $p_2=0$. Then $\dot p_1=2\Gamma_S(1-p_1)-\Gamma_Dp_1$: at the same widths, the steady occupation per spin falls from 0.67 to 0.40, and the time constant from 22 ps to $0.658/0.050=13$ ps. A semiconducting source may not be full at the level, since its Fermi level may lie close to its band edge. If it is only nine tenths full around the level and the drain stays empty, the steady occupation is $0.9\times0.667=0.60$. For a switch much faster than the filling time that keeps the level well inside the bias window, equation (\ref{main}) is therefore a good approximation when the source is nearly full and the drain nearly empty at every charging energy that matters, the tunnel widths at those energies are nearly equal, and other orbitals carry little current.

All numerical values are calculated from the stated model.
